\section*{How One Degree of Misalignment Changes Silicon's [100] Young's Modulus}

\section{The error that a linear guess would assign}

A silicon bar is cut to be pulled along [100], and its axis turns out to be one degree off. One degree is $0.0175$ rad, and silicon is clearly anisotropic. If the relative error in Young's modulus is guessed to equal the tilt in radians, the answer is about $1.7$ percent. That guess would make misalignment a leading entry in the error budget and would call for costly alignment or a correction. It is wrong by a factor of about sixty. The change is about $0.03$ percent, because the term linear in the tilt vanishes.

The modulus meant here is that of a bar under uniaxial stress: the pull acts along the bar, the lateral faces carry no load, and the bar may contract and shear freely. The crystal is homogeneous and linearly elastic. The error is the relative difference
\begin{equation}
\delta(t)=\frac{E(t)}{E_{100}}-1 ,
\end{equation}
where $t$ is the angle in radians between the bar axis and [100], and $E_{100}$ is the modulus at $t=0$.

\section{An estimate from symmetry}

A half turn about [100] leaves a cubic crystal unchanged, but it carries an axis tilted by $t$ into one tilted by $-t$ in the same plane. The two axes must have the same modulus, so $E(t)=E(-t)$. A smooth even function has no linear term, and the error starts at $t^2$.

The coefficient can be estimated from two moduli. With the elastic constants used below, $E$ is $130.4$ GPa along [100] and $169.7$ GPa along [110], which lies $45^\circ$ away. In the plane containing both, $E$ repeats every $90^\circ$ and is stationary at both directions. The simplest curve with these properties is
\begin{equation}
E(t)\approx E_{100}+(E_{110}-E_{100})\sin^2 2t .
\end{equation}
For small $t$, $\sin^2 2t\approx4t^2$, so
\begin{equation}
\delta\approx4\,\frac{169.7-130.4}{130.4}\,t^2\approx1.2\,t^2 .
\end{equation}
One degree gives $t^2=3.046\times10^{-4}$ and hence $\delta\approx0.037$ percent. The order of magnitude is settled, but the curve was assumed. The derivation replaces it by the true angular law.

\section{Controlled derivation}

\subsection{Compliances along the cube axes}

Let $C_{11}$, $C_{12}$, $C_{44}$ be the stiffnesses in the cube axes. Pull along axis 1 with stress $\sigma$ and leave the sides free. By symmetry the two lateral strains are equal, so
\begin{align}
\sigma&=C_{11}\varepsilon_1+2C_{12}\varepsilon_2, &
0&=C_{12}\varepsilon_1+(C_{11}+C_{12})\varepsilon_2 .
\end{align}
The second equation gives the Poisson ratio,
\begin{equation}
\varepsilon_2=-\nu\varepsilon_1,\qquad \nu=\frac{C_{12}}{C_{11}+C_{12}},
\end{equation}
and the first then gives
\begin{equation}
E_{100}=\frac{\sigma}{\varepsilon_1}=C_{11}-\frac{2C_{12}^2}{C_{11}+C_{12}} .
\end{equation}
The compliances are the strains per unit stress: $S_{11}=1/E_{100}$ and $S_{12}=-\nu S_{11}$. With the engineering shear strain $\gamma_{ij}=2\varepsilon_{ij}$, a shear stress $\tau$ produces $\gamma=S_{44}\tau$, where $S_{44}=1/C_{44}$.

\subsection{Modulus along an arbitrary axis}

Let $\mathbf n$ be the unit vector along the bar. Uniaxial stress has components $\sigma_{ij}=\sigma n_in_j$. In the cube axes the strains are
\begin{align}
\varepsilon_{11}&=\sigma\left[S_{11}n_1^2+S_{12}(n_2^2+n_3^2)\right], &
\gamma_{12}&=\sigma S_{44}n_1n_2,
\end{align}
and the others follow by permuting the indices. The elongation along the bar is $\sum_{ij}n_in_j\varepsilon_{ij}$. Each shear component enters this sum twice, as $2n_1n_2\varepsilon_{12}=n_1n_2\gamma_{12}$. Define
\begin{equation}
J=n_1^2n_2^2+n_2^2n_3^2+n_3^2n_1^2 .
\end{equation}
Dividing the elongation by $\sigma$ gives
\begin{equation}
\frac1E=S_{11}(n_1^4+n_2^4+n_3^4)+2S_{12}J+S_{44}J .
\end{equation}
Squaring $n_1^2+n_2^2+n_3^2=1$ shows that the sum of fourth powers is $1-2J$. Therefore
\begin{equation}
\frac1E=S_{11}-2SJ,\qquad S=S_{11}-S_{12}-\tfrac12S_{44}.
\label{eq:direction}
\end{equation}

\subsection{Small tilt from [100]}

Write $\mathbf n=(\cos t,\ \sin t\cos\phi,\ \sin t\sin\phi)$, where the azimuth $\phi$ tells toward which side the bar leans. The terms of $J$ containing $n_1^2$ add up to $\cos^2t\,\sin^2t$. The remaining term is $\sin^4t\cos^2\phi\sin^2\phi$. Thus
\begin{equation}
J=\sin^2t\cos^2t+q\sin^4t,\qquad q=\tfrac14\sin^22\phi .
\label{eq:J}
\end{equation}
Dividing (\ref{eq:direction}) by $S_{11}$ and inverting gives
\begin{equation}
\frac{E}{E_{100}}=\frac1{1-kJ},\qquad
k=\frac{2S}{S_{11}}=2(1+\nu)-\frac{E_{100}}{C_{44}} .
\label{eq:ratio}
\end{equation}

The sign of $k$ is clearer in terms of the anisotropy ratio $A=2C_{44}/(C_{11}-C_{12})$. In the [100] pull, the difference between axial and lateral stress is $\sigma=(C_{11}-C_{12})(\varepsilon_1-\varepsilon_2)$. Since $\varepsilon_1-\varepsilon_2=(1+\nu)\sigma/E_{100}$, it follows that $E_{100}=(1+\nu)(C_{11}-C_{12})$. Hence $E_{100}/C_{44}=2(1+\nu)/A$ and
\begin{equation}
k=2(1+\nu)\left(1-\frac1A\right).
\label{eq:k}
\end{equation}
For $A=1$ the material is isotropic and $k=0$, as it must be. For $A>1$ the shear stiffness $C_{44}$ exceeds $(C_{11}-C_{12})/2$. A pull along [100] changes the shape of the crystal through the softer of these two stiffnesses. Tilting the axis brings in shear stresses resisted by the stiffer one, so $E$ rises.

To expand, use $\sin^2t=t^2-t^4/3+\dots$ in (\ref{eq:J}), written as $J=\sin^2t-(1-q)\sin^4t$:
\begin{equation}
J=t^2-\left(\tfrac43-q\right)t^4+O(t^6).
\end{equation}
With $1/(1-kJ)=1+kJ+k^2J^2+\dots$ the result is
\begin{equation}
\boxed{\ \delta=k\,t^2+k\left(k-\tfrac43+q\right)t^4+O(t^6)\ }
\label{eq:result}
\end{equation}
The leading error is quadratic, and the azimuth first appears at fourth order.

Symmetry explains this too. For small tilts $\mathbf n\approx(1,\alpha,\beta)$, and the general quadratic term is $a\alpha^2+2b\alpha\beta+c\beta^2$. A quarter turn about [100] replaces $(\alpha,\beta)$ by $(\beta,-\alpha)$ and must leave this term unchanged, which requires $a=c$ and $b=0$. Two small perpendicular tilts of the bar axis therefore combine as $t^2=\alpha^2+\beta^2$. For a bar patterned in a wafer, one tilt is the rotation of the pattern and the other is the component of the wafer miscut along the bar. A miscut directed across the bar does not tilt its axis to first order, so using the full miscut angle gives an upper limit.

\subsection{A strict bound}

An expansion alone does not prove that the error is below a stated limit. Since $q\le1/4$, equation (\ref{eq:J}) gives $J\le\sin^2t$. For $k>0$ and $k\sin^2t<1$,
\begin{equation}
0\le\delta\le\frac{k\sin^2t}{1-k\sin^2t},
\label{eq:bound}
\end{equation}
for every azimuth. Within linear elasticity no higher-order term has been dropped here.

\section{Numbers for silicon}

Rough typical constants near room temperature are $C_{11}=166$, $C_{12}=64$ and $C_{44}=80$ GPa. They give
\begin{align}
\nu&=\frac{64}{230}=0.278, &
A&=\frac{160}{102}=1.57,\\
E_{100}&=166-\frac{2\times64^2}{230}=130.4\ \text{GPa}, &
k&=2(1.278)\left(1-\frac1{1.569}\right)=0.927 .
\end{align}
At one degree,
\begin{equation}
\delta\approx0.927\times3.046\times10^{-4}=2.82\times10^{-4}=0.028\ \text{percent},
\end{equation}
or about $37$ MPa out of $130$ GPa. The bound (\ref{eq:bound}) is also $0.028$ percent to this precision, so the error is below $0.1$ percent with a margin of more than three.

An independent calculation, which rotates the full fourth-rank stiffness tensor, inverts it and reads off the axial compliance, gives $0.02823$ percent, in agreement with $kt^2$ to all printed digits. Doubling the tilt raises the error to $0.113$ percent, and the power of $t$ inferred from the two values is $1.9995$. Around the full range of azimuth the one-degree error varies by $2\times10^{-6}$ percent, which matches the term $kqt^4$ in (\ref{eq:result}) with $q$ running from $0$ to $1/4$. Tilts of $0.8^\circ$ and $0.6^\circ$ about perpendicular axes together give the same $0.02823$ percent, as the addition of squares requires. These values are in the numerical output.

The tilt at which the error reaches $0.1$ percent is $t\approx\sqrt{10^{-3}/0.927}=0.0328$ rad, or $1.88^\circ$. The claim therefore holds at one degree and fails at two.

\subsection{Why the symmetry estimate came out high}

The estimate gave $0.037$ percent instead of $0.028$. In the plane of [100] and [110], $q=0$ and $J=\tfrac14\sin^22t$, so equation (\ref{eq:direction}) becomes
\begin{equation}
\frac1E=S_{11}-\frac S2\sin^22t .
\label{eq:plane}
\end{equation}
The compliance follows the simple curve, and the modulus does not. Repeating the estimate with $1/E$ gives the coefficient $4(1-E_{100}/E_{110})=4(1-130.38/169.70)=0.927$, which is $k$. The rough argument had the right power and symmetry but interpolated the wrong quantity.

\section{How far the result carries}

\subsection{Other cubic crystals}

Part of the result does not need silicon's constants. A stable cubic crystal has $C_{11}>C_{12}$, $C_{11}+2C_{12}>0$ and $C_{44}>0$. The first two conditions imply $C_{11}+C_{12}>0$, because $3(C_{11}+C_{12})=(C_{11}-C_{12})+2(C_{11}+2C_{12})$. Then $C_{12}<C_{11}$ gives $\nu<1/2$, and $1+\nu=(C_{11}+2C_{12})/(C_{11}+C_{12})$ is positive. If also $A>1$, equation (\ref{eq:k}) yields
\begin{equation}
0<k<3 .
\end{equation}
At one degree $3t^2=0.0914$ percent, and the denominator in (\ref{eq:bound}) raises this by less than one part in a thousand. The one-degree error is thus below $0.1$ percent in every stable cubic crystal with $A>1$. A search over 500 random stable sets of constants, plus one set close to the limit $\nu\to1/2$ with large $A$, found at most $0.0912$ percent.

For $A<1$ the coefficient is negative, and its magnitude grows without limit as $C_{44}\to0$ at fixed $C_{11}$ and $C_{12}$. A model crystal with $C_{11}:C_{12}:C_{44}=1:0.3:0.02$ has $A=0.057$, and one degree lowers its modulus by $1.2$ percent. The error is still quadratic at leading order, but a quadratic law does not by itself make an error small.

\subsection{Axes of lower symmetry}

The linear term vanishes because of the half turn about [100]. Between [100] and [110] there is no such protection. Differentiating (\ref{eq:plane}) and using $d\ln E/dt=-E\,d(1/E)/dt$,
\begin{equation}
\frac{d\ln E}{dt}=2ES\sin2t\cos2t=ES\sin4t .
\label{eq:slope}
\end{equation}
At $22.5^\circ$ from [100], $\sin4t=1$ and $E=147.5$ GPa. With $S=3.554\times10^{-3}$ GPa$^{-1}$ the slope is $0.524$ per radian, or $0.91$ percent per degree. The rotated tensor gives $+0.92$ percent for one degree toward [110] and $-0.91$ percent for one degree toward [100]. A bar cut along this direction is some thirty times more sensitive to a one-degree error in that plane than one cut along [100]. Here the linear guess of the opening is of the right order.

At [110] itself the slope (\ref{eq:slope}) is again zero. For a small in-plane rotation $u$ away from [110], $\sin4t=-\sin4u\approx-4u$. Integration gives $\delta\approx-2E_{110}S\,u^2\approx-1.2\,u^2$, relative to $E_{110}$. The error is quadratic again but negative, since [110] is the maximum of $E$ within this plane.

\subsection{A linear effect that remains: shear}

The modulus has no linear error, but the deformation does. To first order in $\alpha$ and $\beta$, a pull along $\mathbf n=(1,\alpha,\beta)$ produces $\varepsilon_{11}=S_{11}\sigma$, $\varepsilon_{22}=S_{12}\sigma$ and $\gamma_{12}=S_{44}\sigma\alpha$. The shear between the bar axis and the transverse direction $\mathbf m=(-\alpha,1,0)$ is $2\sum_{ij}n_im_j\varepsilon_{ij}$, so
\begin{equation}
\gamma=-2\alpha\varepsilon_{11}+2\alpha\varepsilon_{22}+\gamma_{12}
=-2S\alpha\sigma .
\end{equation}
The other transverse direction gives $-2S\beta\sigma$ in the same way. The total shear has magnitude $2St\sigma$, and its ratio to the axial strain $S_{11}\sigma$ is $kt$. At one degree this is $1.6$ percent: a tilted bar under tension also leans slightly.

If the loading suppresses this shear uniformly along the bar, it must supply a shear stress $\tau$ with $S_{44}\tau-2St\sigma=0$. The compliance matrix is symmetric, so $\tau$ in turn changes the axial strain by $-2St\tau=-4S^2t^2\sigma/S_{44}$. The apparent compliance drops by this further amount per unit $\sigma$. Relative to $S_{11}$ the extra drop is $4S^2t^2/(S_{11}S_{44})=k^2(C_{44}/E_{100})t^2$, and
\begin{equation}
\delta_{\rm clamped}\approx\left(k+k^2\frac{C_{44}}{E_{100}}\right)t^2
=(0.927+0.527)\,t^2 .
\end{equation}
At one degree this is $0.044$ percent, and the rotated tensor with both axial shears set to zero agrees. A linear coupling acting twice gives a quadratic shift, and with silicon's constants the one-degree error stays below $0.1$ percent.

\section{Comparison with other errors in a real bar}

The constants above are rough. Changing each of them by one percent up or down, in all combinations, moves the one-degree error between about $0.0265$ and $0.0299$ percent. The conclusion does not hinge on their last digits. Other effects, some smaller and some larger than that of the tilt, also enter when a measured modulus is compared with a tabulated $E_{100}$. The inputs used to size them are also rough typical values.

\textit{Temperature.} With a drift of $-60$ ppm/K, typical of lightly doped silicon, a change of $4.7$ K alters $E$ by as much as the one-degree tilt. Heavy doping can change this drift considerably.

\textit{Slow or fast loading.} In fast loading no heat flows. Let $\alpha_T$ be the linear expansion coefficient and $c$ the heat capacity per volume. Constant entropy requires $\alpha_T\sigma+c\,\Delta T/T=0$, so the bar cools by $\alpha_TT\sigma/c$ and its strain is smaller by $\alpha_T^2T\sigma/c$. For $\alpha_T=2.6$ ppm/K, $T=300$ K and $c=1.66$ MJ/(m$^3$\,K), the isothermal modulus is lower than the adiabatic one by $E\alpha_T^2T/c\approx0.016$ percent.

\textit{Nonlinearity.} Rough third-order constants $C_{111}=-800$, $C_{112}=-450$ and $C_{123}=-60$ GPa give a secant modulus, defined as nominal stress over engineering strain, that changes by $0.76$ times the strain. At $100$ MPa in tension the strain is $0.077$ percent and the modulus rises by $0.058$ percent, about twice the effect of the tilt. In compression it falls by a similar amount. Large terms of opposite sign nearly cancel here, so a change of five percent in one third-order constant can move the result by about a fifth.

\textit{Doping.} Under strain, electrons in $n$-type silicon move between conduction valleys, which softens the crystal along [100]. Heavy $n$-type doping can lower $E_{100}$ by one to several percent, and one percent is already about 35 times the one-degree error.

These effects shift the aligned and the tilted modulus almost alike, so they largely cancel if two bars of the same material are compared under the same conditions. They do not cancel against a tabulated value. Real devices also depart from uniaxial stress: a wide plate needs a different elastic modulus, and a short clamped beam may need a full stress calculation. That choice must be made before a tilt correction is considered. If a bar in an (001) wafer is laid along [110] instead of [100], the coefficient of the squared tilt is about $-1.2$ for a rotation within the wafer plane and about $+0.6$ for a tilt out of it.

For a slender silicon bar meant to lie along [100], alignment to one degree is sufficient if $0.1$ percent is allowed for misalignment alone. The error does not average out over many bars, however. Every small tilt raises $E$, so a batch with small random tilts has a mean modulus above $E_{100}$, and the excess divided by $E_{100}$ is about $k$ times the mean of $t^2$.

\section*{Calculated quantities}
\begin{verbatim}
C11, C12, C44 (rough inputs): 166, 64, 80 GPa
S11: 7.6697 1/TPa
S12: -2.1342 1/TPa
S44: 12.5000 1/TPa
S = S11-S12-S44/2: 3.5539 1/TPa
Poisson ratio nu: 0.2783
anisotropy ratio A: 1.5686
coefficient k: 0.9267
E100: 130.38 GPa
E110: 169.70 GPa
E111: 188.66 GPa
one degree: 0.017453 rad, squared 3.0462e-04
estimate k t^2 at 1 degree: 0.02823 %
rotated-tensor shift at 1 degree: 0.02823 %
same shift in modulus: 36.8 MPa
shift at 2 degrees: 0.11286 %
fitted power of the tilt: 1.9995
spread over azimuth at 1 degree: 2.15e-06 %
strict upper bound at 1 degree: 0.02824 %
tilts 0.8 and 0.6 degree together: 0.02823 %
tilt giving 0.1 %: 1.883 degree
shift range, constants changed by 1 %: 0.0265 to 0.0299 %
largest shift found, stable crystals A>1: 0.0912 %
universal limit 3 t^2: 0.0914 %
soft-shear model C11, C12, C44: (1.0, 0.3, 0.02) (relative units)
soft-shear model A: 0.0571
soft-shear model shift: -1.222 %
E at 22.5 degrees toward [110]: 147.47 GPa
slope of ln E there: 0.5241 per rad
change there for +1 degree: 0.922 %
change there for -1 degree: -0.906 %
shear/axial strain at 1 degree: 1.617 %
shift with shear suppressed: 0.04426 %
estimate with shear suppressed: 0.04428 %
temperature coefficient (rough input): -60 ppm/K
temperature change equal to 1 degree tilt: 4.7 K
expansion (rough input): 2.6 ppm/K
temperature: 300 K
heat capacity (rough input): 1.66 MJ/(m3 K)
isothermal minus adiabatic E: -0.0159 %
C111, C112, C123 (rough inputs): -800, -450, -60 GPa
nonlinear coefficient of secant E: 0.760 per unit strain
strain at 100 MPa: 0.0767 %
nonlinear shift of secant E there: 0.0580 %
heavy-doping change of E (rough input): 1 %
doping change / tilt shift: 35
\end{verbatim}
